# Piezoelectric stiffening of longitudinal sound along the c axis, part 2

A longitudinal sound wave travels along the c axis $z$ of a piezoelectric wurtzite crystal. In an insulator its electric displacement vanishes, which stiffens the crystal and raises the sound speed. This part asks what changes in a plate with electrodes, with mobile electrons, and in real films.

Units are SI. At time $t$ the material is displaced by $u(z,t)$. The strain $S_3=\partial u/\partial z$ is positive for extension and the stress $T_3$ for tension. The field $E_3$ and displacement $D_3$ are measured from their values at rest. $C_{33}$ is the stiffness at constant field, $e_{33}$ the piezoelectric constant, $\varepsilon_{33}$ the permittivity at constant strain, $\varepsilon_0$ that of vacuum, $\rho$ the density, $\omega$ the angular frequency, $k$ the wavenumber and $k_B$ Boltzmann's constant.

For the unbounded insulating crystal, Gauss's and Ampère's laws gave

$$
\frac{\partial D_3}{\partial z}=0,\qquad
\frac{\partial D_3}{\partial t}
=\frac{\partial H_y}{\partial x}-\frac{\partial H_x}{\partial y}=0 ,
$$

where the magnetic field components $H_x,H_y$ do not vary across the plane of the wave. Hence $D_3=0$, and

$$
\rho\frac{\partial^2u}{\partial t^2}
=C_{33}^{D}\frac{\partial^2u}{\partial z^2},\qquad
C_{33}^{D}=C_{33}+\frac{e_{33}^{2}}{\varepsilon_{33}} .
$$

The electric fraction of the stored energy, kinetic energy excluded, is $k_t^2$. The coupling number in the numerical output is

$$
K^2=\frac{e_{33}^2}{C_{33}\varepsilon_{33}},\qquad
k_t^2=\frac{K^2}{1+K^2} .
$$

The aluminium nitride example has $C_{33}=390$ GPa, $e_{33}=1.50$ C/m², $\varepsilon_{33}=9.50\,\varepsilon_0=8.41\times10^{-11}$ F/m and $\rho=3260$ kg/m³, so that $e_{33}^2/\varepsilon_{33}=26.75$ GPa and $C_{33}^{D}=416.75$ GPa. The full tensors also contain $C_{11}=400$, $C_{12}=140$, $C_{13}=110$ and $C_{44}=120$ GPa, $e_{15}=-0.4$ and $e_{31}=-0.6$ C/m², and $\varepsilon_{11}=9.0\,\varepsilon_0$.

## Plates, mobile charge and real films

The symbols are those of the first half: $u$ is the motion along the c axis $z$, $S_3=\partial u/\partial z$ the strain, and $T_3$, $E_3$ and $D_3$ are stress, field and displacement. The results needed are

$$
T_3=C_{33}S_3-e_{33}E_3,\quad
D_3=e_{33}S_3+\varepsilon_{33}E_3,\quad
C_{33}^{D}=C_{33}+\frac{e_{33}^2}{\varepsilon_{33}},\quad
k_t^2=\frac{e_{33}^2}{C_{33}^{D}\varepsilon_{33}},
$$

with $v_D=\sqrt{C_{33}^{D}/\rho}=11\,307$ m/s, $v_E=\sqrt{C_{33}/\rho}=10\,938$ m/s and $k_t^2=0.0642$ for the aluminium nitride example.

A film used as a resonator has two faces, and what happens to $D_3$ there depends on the circuit. Take a wide plate between $z=-d/2$ and $z=d/2$, with faces free of stress and electrodes so thin that their mass can be neglected at first. If the electrodes are disconnected, they carry no net charge. The plate as a whole is neutral, so there is no field outside it, and $D_3=0$ inside. The motion obeys the wave equation with speed $v_D$. An odd standing wave $u=A\sin(qz)\cos(\omega t)$ has the stress amplitude $C_{33}^{D}Aq\cos(qz)$. This must vanish at both faces:

$$
\cos\frac{qd}{2}=0,\qquad q=\frac{\pi}{d},\qquad
f_{\rm open}=\frac{\omega}{2\pi}=\frac{v_Dq}{2\pi}=\frac{v_D}{2d} .
$$

The even waves, with $u$ proportional to $\cos(qz)$, require $\sin(qd/2)=0$ and begin at twice this frequency. For $d=1.00$ µm the lowest resonance is

$$
f_{\rm open}=\frac{11\,306.5\ \text{m/s}}{2\times1.00\times10^{-6}\ \text{m}}
=5.653\ \text{GHz}.
$$

This case tests the central claim without assuming it. The plate was divided into 200 slices, each with its own strain and polarization. Every step in polarization between slices, and at the faces, was treated as a sheet of bound charge, whose field in vacuum is its charge per area divided by $2\varepsilon_0$, directed away from a positive sheet on both sides. The resulting field acted back on polarization and stress. With the constants of the example, the lowest resonance came out at 5.6532 GHz, and the electric share of the stored energy was 0.0642, equal to $k_t^2$. The largest $|D_3|$ was about $10^{-16}$ of the largest $|e_{33}S_3|$, which is rounding error. Reversal of the sign of $e_{33}$ left the frequency unchanged.

If the electrodes are joined by a wire, charge can flow between them. Gauss's law still makes $D_3$ uniform inside the plate, but it may now oscillate as $D_0\cos(\omega t)$. This does not contradict the earlier use of Ampère's law: the current in the wire and the displacement current in the plate have a magnetic field that circulates around the plate and varies along its width. The plate is assumed small compared with the electromagnetic wavelength, so that a voltage between the electrodes is well defined. From here on, $T_3$, $S_3$ and $E_3$ in the plate denote amplitudes. The second material law gives

$$
E_3=\frac{D_0-e_{33}S_3}{\varepsilon_{33}},
$$

and the first becomes

$$
T_3=C_{33}S_3-\frac{e_{33}}{\varepsilon_{33}}\left(D_0-e_{33}S_3\right)
=C_{33}^{D}S_3-\frac{e_{33}}{\varepsilon_{33}}D_0 .
$$

The last term is uniform and exerts no force inside the plate, so the waves there still travel at $v_D$. The circuit enters through the condition at the faces. For $u=A\sin(qz)$ and $X=qd/2$, zero stress at the faces requires

$$
C_{33}^{D}Aq\cos X=\frac{e_{33}}{\varepsilon_{33}}D_0 .
$$

Zero voltage means that the integral of $E_3$ across the plate vanishes:

$$
D_0d-e_{33}\left[u(d/2)-u(-d/2)\right]=0
\quad\Longrightarrow\quad D_0=\frac{2e_{33}A\sin X}{d} .
$$

Insert this $D_0$ and $q=2X/d$ into the stress condition, and divide by $2AC_{33}^{D}/d$:

$$
X\cos X=\frac{e_{33}^2}{C_{33}^{D}\varepsilon_{33}}\sin X=k_t^2\sin X,
\qquad \tan X=\frac{X}{k_t^2},
\qquad X=\frac{\pi fd}{v_D} .
$$

Between $0$ and $\pi/2$ the ratio $\tan X/X$ rises from 1 to infinity. Since $1/k_t^2$ is greater than 1, there is one solution in this interval, below the open-circuit value $\pi/2$. For small $k_t^2$, write $X=\pi/2-\delta$. Then $\tan X=\cot\delta\approx1/\delta$, which gives $\delta\approx2k_t^2/\pi$ and a relative lowering of the frequency by about $4k_t^2/\pi^2$.

In the example the solution is $X=1.5288$, and

$$
f_{\rm short}=\frac{Xv_D}{\pi d}=5.502\ \text{GHz},
$$

which is 2.7 % below the open resonance. The calculation with charge sheets, with the wire included as a uniform field that cancels the voltage, also gives 5.502 GHz. The shorted plate does not resonate at $v_E/(2d)=5.469$ GHz. The wire makes the average field zero, but the strain is largest in the middle and small at the free faces, so a uniform displacement cannot cancel the field everywhere. Part of the stiffening survives.

The two frequencies determine the coupling. Since $X=(\pi/2)f_{\rm short}/f_{\rm open}$, the measured ratio gives $k_t^2=X/\tan X$. This holds for a uniform lossless plate with massless electrodes, vibrating in its lowest thickness mode.

Electrode mass can change the resonance far more than the piezoelectric effect does. Let each electrode have mass $m$ per area and move rigidly with its face. At $z=d/2$ the plate pulls the electrode with the force per area $-T_3$, so $m\,\partial^2u/\partial t^2=-T_3$, and for harmonic motion $T_3=m\omega^2u$. With the circuit open,

$$
C_{33}^{D}Aq\cos X=m\omega^2A\sin X .
$$

Since $\omega^2=C_{33}^{D}q^2/\rho$ and $q=2X/d$, division by $C_{33}^{D}Aq$ gives

$$
\cos X=\frac{mq}{\rho}\sin X=RX\sin X,\qquad R=\frac{2m}{\rho d} .
$$

The number $R$ is the mass of both electrodes relative to that of the film. For electrodes 50 nm thick with a density of 10 200 kg/m³, roughly that of molybdenum,

$$
R=\frac{2\times(50\times10^{-9})\times10\,200}{3260\times1.00\times10^{-6}}=0.313 .
$$

The open resonance falls to 4.35 GHz, which is 23 % below that of the bare plate. The elasticity of the metal, neglected here, lowers this further to about 4.34 GHz. The elastic constant and the wave speed in the film are unchanged. What has changed is the condition at its faces. A sound speed computed as $2df$ from the loaded plate would therefore be wrong by the same 23 %.

Mobile electrons affect the stiffening itself, because they can screen the field within each wavelength. Let all oscillating quantities vary as $e^{i(kz-\omega t)}$, let $q_e>0$ be the elementary charge, and let $n$ be the oscillating part of the electron density. The conductivity is $\sigma=q_en_0\mu$, with mean density $n_0$ and mobility $\mu$. Gauss's law, conservation of charge, and the current from drift and diffusion are

$$
ikD_3=-q_en,\qquad i\omega q_en+ikJ=0,\qquad J=\sigma E_3+ikD_nq_en ,
$$

where $J$ is the current density and $D_n$ the diffusion constant. The second equation gives $q_en=-kJ/\omega$. The third then becomes

$$
J=\sigma E_3-i\frac{D_nk^2}{\omega}J
\quad\Longrightarrow\quad
J=\frac{\sigma E_3}{1+is},\qquad s=\frac{D_nk^2}{\omega},
$$

and the first gives $D_3=J/(i\omega)=-iJ/\omega$. Thus the displacement is no longer zero. With $r=\sigma/(\omega\varepsilon_{33})$, the second material law reads

$$
e_{33}S_3+\varepsilon_{33}E_3=-\frac{i\sigma E_3}{\omega(1+is)}
\quad\Longrightarrow\quad
E_3=-\frac{e_{33}S_3}{\varepsilon_{33}}\,
\frac{1}{1+ir/(1+is)} .
$$

Inserted into the first law, this gives the effective constant

$$
C=C_{33}+\frac{e_{33}^2}{\varepsilon_{33}}\,
\frac{1}{1+ir/(1+is)} .
$$

For $r\to0$ the full stiffening returns. For $r\to\infty$ at fixed $s$ the field is screened and $C\to C_{33}$. In between, $C$ has a negative imaginary part. For the time factor $e^{-i\omega t}$, the mean power per volume delivered by the stress is $-\frac12\omega\,{\rm Im}\,C\,|S_3|^2$, so a negative imaginary part means loss. For small $r$ the ratio $-{\rm Im}\,C/{\rm Re}\,C$ is close to $k_t^2r/(1+s^2)$.

At the frequency of the example, with a rough mobility of 100 cm²/Vs and $D_n=\mu k_BT/q_e$ at 300 K, the diffusion ratio is $s=0.072$. The value $r=1$ is reached at $1.9\times10^{15}$ electrons per cm³. A residual density of $10^{12}$ cm⁻³ gives a loss ratio of only $3.4\times10^{-5}$. At $10^{18}$ cm⁻³, taken as a limiting case, the speed equals $v_E$ to within about 0.1 m/s. The formula assumes free rather than trapped electrons, a current that follows the field without delay, and small signals, $|n|\ll n_0$, which means a drift velocity $\mu|E_3|$ far below the sound speed. At low density and with this mobility, that holds up to strain amplitudes of about $10^{-5}$. At $10^{-4}$ the ratio $\mu|E_3|/v_D$ is 1.6, the electrons bunch in the potential of the wave, and the loss is about a fifth below the linear value.

The remaining corrections to the wave speed are small here. With the tensors listed in the first half, a tilt of the propagation direction by $2^\circ$ from the c axis lowers the speed by 0.027 %. With a rough temperature slope of $-25$ ppm/K, heating by 100 K lowers it by 0.25 %.

A sound wave also compresses the material too quickly for heat to flow away. Let $\theta$ be the temperature change, $T_0$ the mean temperature, $c$ the specific heat, and $\lambda$ the stress per kelvin in a clamped crystal. At constant field, and without the small pyroelectric contribution, the law is $T_3=C_{33}^{\rm iso}S_3-\lambda\theta$. The entropy change per volume, $\lambda S_3+\rho c\,\theta/T_0$, is zero, so $\theta=-T_0\lambda S_3/(\rho c)$ and

$$
C_{33}^{\rm ad}-C_{33}^{\rm iso}=\frac{T_0\lambda^2}{\rho c},
\qquad \lambda=2C_{13}\alpha_a+C_{33}\alpha_c .
$$

The expression for $\lambda$ is the stress needed to suppress the thermal expansions $\alpha_a$ and $\alpha_c$. With $\alpha_a=5.3$ and $\alpha_c=4.2$ ppm/K, rough averages between room temperature and several hundred degrees Celsius, and with $c=740$ J/(kg K) and $T_0=300$ K, the difference is 1.0 GPa, about 4 % of the piezoelectric stiffening. The opposite assignment of the two expansions, used in the numerical output, gives 1.1 GPa. This is an upper estimate, because the expansions at 300 K itself are smaller. The difference is to be added only if the tabulated $C_{33}$ is isothermal. The adiabatic choice is justified because, for a rough thermal conductivity of 200 W/(m K), the rate of heat diffusion over the wave is 0.023 of $\omega$.

At a strain amplitude of $10^{-4}$, the field amplitude is

$$
|E_3|=\frac{1.50\times10^{-4}}{8.41\times10^{-11}}\ \text{V/m}
=0.018\ \text{MV/cm},
$$

far below a rough breakdown field of 10 MV/cm. The linear law would reach that field at a strain of 0.056, where it can no longer be trusted. If the stiffness changes by roughly ten times the strain, in relative terms, nonlinearity alters it by 0.1 % at the chosen amplitude. The discreteness of the lattice matters still less: for planes a distance $a$ apart, joined by springs to their neighbours, the frequency is proportional to $\sin(ka/2)$. The speed is then reduced by the factor $\sin(ka/2)/(ka/2)$, which for $a=0.25$ nm differs from one by $2.6\times10^{-8}$.

Real aluminium nitride resonators for gigahertz filters have films of the order of a micrometre, and the constants used here are typical in size, though films differ with their growth. The stiffening varies as $e_{33}^2$, so a value of $e_{33}$ higher by 10 % raises it by 21 %, or 5.6 GPa, and the speed by about 0.7 %. That exceeds each of the corrections to the wave speed estimated above for an insulating film. The speed is more sensitive still to $C_{33}$: a value lower by 10 % lowers it by about 4.8 %. Of the assumptions examined here, that of massless electrodes matters most for the resonance: in this example the electrode mass lowers it by 23 %. A film thickness chosen from $d=v_D/(2f)$ is therefore suitable only when the electrodes are much lighter than the film and the open-circuit resonance is the one wanted. The numerical output gives the remaining digits.

## Calculated quantities

```
Input C33 (constant field): 390.0 GPa
Input e33: 1.50 C/m^2
Input eps33/epsilon_0 (constant strain): 9.50
eps33: 8.4115e-11 F/m
Input density: 3260 kg/m^3
Input film thickness: 1.00 um
Stiffening e33^2/eps33: 26.75 GPa
Stiffened constant C33D: 416.75 GPa
C33D from full tensor problem: 416.75 GPa
Speed without stiffening vE: 10937.6 m/s
Stiffened speed vD: 11306.5 m/s
Speed increase: 368.9 m/s = 3.373 %
K^2: 0.06859; weak-coupling increase K^2/2: 3.429 %
kt^2: 0.06419; electric energy share, plate: 0.06419
Largest |D3|/|e33 S3| in open plate: 1.3e-16
Open resonance, formula: 5.6533 GHz
Open resonance, Coulomb plate: 5.6532 GHz
Shorted resonance, formula: 5.5022 GHz
Shorted resonance, Coulomb plate: 5.5022 GHz
Shorted root X: 1.52884 rad
Strain amplitude: 1.0e-04
Field amplitude: 0.0178 MV/cm
Rough breakdown field: 10 MV/cm
Strain that would reach breakdown: 0.056
Electrode thickness per face: 50 nm
Rough electrode density: 10200 kg/m^3
Electrode/film mass ratio: 0.313
Open resonance with electrode mass: 4.352 GHz
Frequency change by electrodes: -23.0 %
Speed change at 2 deg tilt: -0.0270 %
Rough speed slope: -25 ppm/K
Speed change for 100 K: -0.25 %
Rough expansion a, c: 4.2, 5.3 ppm/K
Rough specific heat: 740 J/(kg K)
Reference temperature: 300 K
Adiabatic minus isothermal C33: 1.11 GPa
Rough thermal conductivity: 200 W/(m K)
Heat diffusion rate/omega: 0.0230
Rough elastic nonlinearity coefficient: 10
Nonlinear stiffness change: 0.10 %
Rough electron mobility: 100 cm^2/(V s)
Carrier density for sigma = omega*eps33: 1.86e+15 cm^-3
Electron diffusion ratio s: 0.0718
Loss Im/Re of C at 1e+12 cm^-3: 3.42e-05
Speed at 1e+18 cm^-3: 10937.7 m/s
Layer spacing: 0.25 nm
Speed change by lattice dispersion: -2.6e-08
```
